# Depth of induction heating in a graphite susceptor

## Question

A graphite block carries wafers on its flat front face, which also faces an induction coil. The coil current alternates at 10 kHz. At the working temperature the resistivity of the graphite is $\rho=1.0\times10^{-5}\ \Omega\,\mathrm{m}$.

Let $x$ measure depth into the block from the front face at $x=0$. Just outside this face the magnetic field is tangential and uniform, $H_0\cos\omega t$ along $z$, where $H_0$ is the peak value. The graphite is uniform, isotropic and non-magnetic, so its permeability is $\mu_0=1.2566\times10^{-6}\ \mathrm{H/m}$. Until part (e) the block is treated as infinitely thick. The fields have reached their steady periodic state.

## (a) Find the magnetic field and the current density inside the block.

**Answer.** Write each field as the real part of a complex amplitude times $e^{i\omega t}$. The magnetic field is $H(x)$ along $z$. Nothing varies with $y$ or $z$, so the curl of the magnetic field has a $y$ component alone, equal to $-dH/dx$. Ampère's law without displacement current then gives

$$J=-\frac{dH}{dx},$$

with the current along $y$. The displacement current may be dropped because its ratio to the conduction current is $\omega\varepsilon_0\rho=5.6\times10^{-12}$, if the vacuum permittivity is used to set the scale.

Ohm's law gives the electric field $E=\rho J$, also along $y$. The $z$ component of Faraday's law is

$$\frac{dE}{dx}=-i\omega\mu_0H .$$

Inserting $E=-\rho\,dH/dx$ and cancelling the minus signs gives

$$\frac{d^2H}{dx^2}=\frac{i\omega\mu_0}{\rho}H=\frac{2i}{\delta^2}H,\qquad \delta=\sqrt{\frac{2\rho}{\omega\mu_0}} .$$

A trial solution $e^{-qx}$ requires $q^2=2i/\delta^2$. Since $(1+i)^2=1+2i-1=2i$, the roots are $q=\pm(1+i)/\delta$. The negative root gives a field that grows without limit with depth, so it is excluded in an infinitely thick block. The condition $H(0)=H_0$ fixes the remaining constant:

$$H(x)=H_0e^{-(1+i)x/\delta},\qquad J(x)=\frac{1+i}{\delta}H_0e^{-(1+i)x/\delta}.$$

The real part of the exponent makes the field decay, and the imaginary part delays its phase with depth. Because $|1+i|=\sqrt2$, the peak current density is

$$|J(x)|=\frac{\sqrt2\,H_0}{\delta}e^{-x/\delta}.$$

The length $\delta$ is the skin depth, over which the field and current amplitudes fall by a factor $e$.

## (b) Find the mean power absorbed per unit area, and the fraction of it deposited between the surface and depth $x$.

**Answer.** The instantaneous heating per unit volume is $\rho$ times the square of the real current density. The mean of a squared cosine over a cycle is $1/2$, so the mean heating density is

$$p(x)=\frac{\rho}{2}|J|^2=\frac{\rho}{2}\,\frac{2H_0^2}{\delta^2}e^{-2x/\delta}
=\frac{\rho H_0^2}{\delta^2}e^{-2x/\delta}.$$

Squaring the amplitude has halved the decay length: heating falls by a factor $e$ over $\delta/2$. Integrating over all depths gives

$$P=\int_0^\infty p\,dx=\frac{\rho H_0^2}{\delta^2}\,\frac{\delta}{2}
=\frac{\rho H_0^2}{2\delta}.$$

The energy flow through the surface gives the same result. There $E(0)=\rho(1+i)H_0/\delta$, and the mean inward flow is $\tfrac12\mathrm{Re}[E(0)H_0]=\rho H_0^2/(2\delta)$. All the power that enters becomes heat.

The fraction deposited down to $x$ is

$$f(x)=\frac1P\int_0^x p(x')\,dx'
=\frac{2}{\delta}\,\frac{\delta}{2}\left(1-e^{-2x/\delta}\right)
=1-e^{-2x/\delta}.$$

The strength $H_0$ has cancelled. A larger coil current raises the power without changing where it is deposited, provided that $\rho$ is held fixed.

## (c) Show that 90 percent of the absorbed power is deposited within about 18 mm. How does this depth differ from that at which the field amplitude has fallen to 10 percent?

**Answer.** Setting $f(x_{90})=0.9$ leaves $e^{-2x_{90}/\delta}=0.1$. Taking logarithms,

$$x_{90}=\frac{\delta}{2}\ln10 .$$

The angular frequency is $\omega=2\pi\times10^4\ \mathrm{s^{-1}}=6.2832\times10^4\ \mathrm{s^{-1}}$, so

$$\delta=\sqrt{\frac{2\times1.0\times10^{-5}}{(6.2832\times10^4)(1.2566\times10^{-6})}}\ \mathrm{m}=15.92\ \mathrm{mm},$$

$$x_{90}=\frac{15.92\ \mathrm{mm}}{2}\times2.303=18.3\ \mathrm{mm}.$$

This is the required result. From $f(x)$, the first 5 mm receive 46.7 percent of the power, the first 10 mm receive 71.5 percent, and one skin depth receives 86.5 percent.

The field amplitude reaches 10 percent when $e^{-x/\delta}=0.1$, at $x=\delta\ln10=36.6$ mm. This is twice $x_{90}$. The heating density there is $0.1^2=0.01$ of its surface value, and 99 percent of the power has already been deposited.

Since $x_{90}\propto\sqrt{\rho/\omega}$, raising the frequency fourfold at fixed resistivity halves the heated depth.

## (d) The front face is at 1300 K and has emissivity 0.85. Estimate the field needed to hold this temperature, and the temperature difference between the deep interior and the front face. Take the thermal conductivity as $\kappa=50\ \mathrm{W/(m\,K)}$.

Assume that all heat leaves through the front face by radiation to cold surroundings.

**Answer.** In a steady state the absorbed power equals the radiated power. With $\sigma$ the Stefan–Boltzmann constant and $T_s$ the temperature of the front face,

$$P=0.85\,\sigma T_s^4=1.377\times10^5\ \mathrm{W/m^2}=13.77\ \mathrm{W/cm^2}.$$

Solving $P=\rho H_0^2/(2\delta)$ for the field gives

$$H_0=\sqrt{\frac{2\delta P}{\rho}}
=\sqrt{\frac{2(0.01592)(1.377\times10^5)}{1.0\times10^{-5}}}\ \mathrm{A/m}
=20.9\ \mathrm{kA/m}.$$

The peak flux density at the surface is $\mu_0H_0=26.3$ mT, and the peak current density there is $\sqrt2H_0/\delta=186\ \mathrm{A/cm^2}$.

Now consider the temperature. Heat deposited deeper than $x$ must return through the plane at $x$ to reach the front face. The heat flux towards the front is $\kappa\,dT/dx$, because heat flows from high to low temperature. Energy balance therefore gives

$$\kappa\frac{dT}{dx}=\int_x^\infty p(x')\,dx'=Pe^{-2x/\delta}.$$

Integrating from the front face to great depth,

$$T(\infty)-T_s=\frac{P}{\kappa}\int_0^\infty e^{-2x/\delta}\,dx
=\frac{P\delta}{2\kappa}
=\frac{(1.377\times10^5)(0.01592)}{2\times50}\ \mathrm{K}=21.9\ \mathrm{K}.$$

With the front face as the only exit for heat, the interior is hotter although the heating is strongest at the surface. The distribution of heating is thus not the distribution of temperature. In this model a pyrometer correctly calibrated for the emissivity of the front face reads 1300 K, while a thermocouple deep in the block reads about 22 K more. Neither reading is by itself the wafer temperature, which also depends on heat transfer between graphite and wafer.

## (e) Now let the block have finite thickness $d$, with zero magnetic field at its back face. How thick must it be for the result of part (c) to apply?

**Answer.** Both roots from part (a) are now allowed. With $q=(1+i)/\delta$, the combination that equals $H_0$ at $x=0$ and vanishes at $x=d$ is

$$H=H_0\frac{\sinh q(d-x)}{\sinh qd},\qquad
J=-\frac{dH}{dx}=qH_0\frac{\cosh q(d-x)}{\sinh qd}.$$

Let $s=d-x$ be the distance from the back face and let $a=s/\delta$. The heating density is proportional to

$$\begin{aligned}
|\cosh(a+ia)|^2&=\cosh^2a\cos^2a+\sinh^2a\sin^2a\\
&=\cosh^2a\cos^2a+(\cosh^2a-1)(1-\cos^2a)\\
&=\cosh^2a+\cos^2a-1\\
&=\tfrac12(\cosh2a+\cos2a).
\end{aligned}$$

Integrating this from the back face to a distance $s$ gives $(\delta/4)F(s)$, where

$$F(s)=\sinh\frac{2s}{\delta}+\sin\frac{2s}{\delta}.$$

The power deposited deeper than $x$ is proportional to $F(d-x)$, and the total to $F(d)$. The fraction deposited down to $x$ is therefore

$$f_d(x)=1-\frac{F(d-x)}{F(d)} .$$

Solving $f_d(x)=0.9$ by numerical root finding gives:

| Thickness (mm) | 90 percent depth (mm) |
|---:|---:|
| 10 | 8.98 |
| 20 | 17.33 |
| 40 | 18.90 |
| 60 | 18.24 |
| 80 | 18.33 |

For $d\ll\delta$, $F(s)\approx4s/\delta$, so $f_d(x)\approx x/d$. The heating is then nearly uniform and the 90 percent depth is close to $0.9d$, as the 10 mm entry shows. The 20 mm entry lies near the thick-block value only by coincidence. Uniform heating would put the 90 percent depth of this plate at $0.9d=18$ mm, and the stronger heating towards the front lowers it to 17.3 mm. The entry does not show that the plate is thick.

When $d$ and $d-x$ are both much larger than $\delta$, the growing exponential dominates both values of $F$. Their ratio becomes $e^{-2x/\delta}$, which restores part (b). The approach is not monotonic, because the sine terms can have either sign. At 40 mm the sine in $F(d)$ is negative, while that in $F(d-x_{90})$ is positive. Both raise the fraction left beyond a given depth, so the 90 percent depth exceeds its thick-block value. The largest excess falls between the tabulated thicknesses: near 30 mm the depth is 21.7 mm, 18 percent above the thick-block value. Near 50 mm it dips to 1.2 percent below that value. It stays within 1 percent for all thicknesses above about 54 mm, and within 0.5 percent from 60 mm, nearly four skin depths, onwards. A thickness of 60 mm is therefore a safe criterion for 1 percent accuracy here.

## (f) The field of a real coil varies along the surface. Suppose that the electric field varies as $\cos kz$ with a period of 200 mm. Find the new 90 percent depth in a thick block, then assess the result of part (c) for a real susceptor.

**Answer.** The current still runs along $y$ and does not vary with $y$. Combining Faraday's law, Ampère's law and Ohm's law gives $\nabla^2E=(2i/\delta^2)E$. For $E=g(x)\cos kz$, the second derivative along $z$ contributes $-k^2E$. Moving it to the right gives

$$g''=\left(k^2+\frac{2i}{\delta^2}\right)g=\gamma^2g,\qquad
g\propto e^{-\gamma x},\quad \mathrm{Re}\,\gamma>0.$$

The heating, averaged along the surface, decays as $e^{-2x\,\mathrm{Re}\,\gamma}$. Hence $x_{90}=\ln10/(2\,\mathrm{Re}\,\gamma)$. The real part of a square root follows from $\mathrm{Re}\sqrt{u+iv}=\sqrt{(\sqrt{u^2+v^2}+u)/2}$. Here $k\delta=2\pi(15.92/200)=0.500$, so

$$\delta\,\mathrm{Re}\,\gamma=\sqrt{\frac{\sqrt{0.25^2+2^2}+0.25}{2}}=1.064,
\qquad x_{90}=\frac{18.32\ \mathrm{mm}}{1.064}=17.2\ \mathrm{mm}.$$

A lateral period of 200 mm makes the heated layer 6 percent shallower than under a uniform field. The effect grows quickly for shorter periods: a period of 100 mm gives 14.4 mm, which is 21 percent shallower.

The resistivity, temperature, emissivity and conductivity used here are assumed inputs. For a real susceptor they must be taken from data for its grade of graphite, any coating and the working temperature. The thick block is an idealisation. A plate thinner than the skin depth cannot be treated as thick: for a 10 mm plate with no field behind it the depth is 9.0 mm instead of 18.3 mm. Zero field at the back is accurate for a laterally uniform field with air behind the plate. With the 200 mm period, the tangential field behind a 10 mm plate is about 30 percent of that in front, and the depth is 8.6 mm. In a thick block, changing the resistivity by 20 percent either way moves the depth to 16.4 or 20.1 mm. Curvature matters little when the radius is many skin depths: a finite-difference solution for a solid cylinder of radius 150 mm in an axial field gives 18.3 mm. Gas cooling would raise the power required in part (d), while radiation returned by hot walls or reflectors would lower it. At fixed resistivity, neither changes the deposition depth. The temperature result of part (d) is more fragile, because it assumes no heat loss from the back. If a 60 mm block also radiates from its back face to cold surroundings with emissivity 0.85, the required power is about 1.8 times larger. The temperature then peaks only 8 K above the front face, near 7 mm depth, and the back face is about 87 K colder than the front.

All numerical values are calculated from the stated model.
